# Why multilayer graphene between Ni(111) electrodes is predicted to filter spin

**Q.** I have a few layers of graphene between two nickel films. Carbon is not magnetic and has no exchange splitting to speak of. How could it tell one spin from the other?

**A.** It need not act on the spin. It can select the electron's momentum along the layers, and in nickel the two spins have different momenta available at the Fermi level.

Take an ideal junction first. Both Ni(111) surfaces and the graphite share one in-plane lattice, nothing mixes the spins, the bias is small, and the magnetizations are parallel. The in-plane crystal momentum $\mathbf k$ is then conserved, and each $\mathbf k$ is a separate one-dimensional problem with transmission $T(\mathbf k)$. The Landauer conductance per surface cell, for one spin, is

$$G=\frac{e^2}{h}\,\frac{1}{A_{\rm BZ}}\int_{\rm BZ}T(\mathbf k)\,d^2k ,\qquad A_{\rm BZ}=\frac{8\pi^2}{\sqrt3\,a^2}.$$

A given $\mathbf k$ contributes only if both electrodes have a Fermi-level state there. It contributes well through a thick stack only if graphite has one too.

**Q.** Which momenta does majority nickel lack, and why?

**A.** Count electrons. Nickel has 10 valence electrons and a moment of roughly 0.6 Bohr magnetons per atom, so the majority spin holds $(10+0.6)/2=5.3$. Five fill the majority d shell, which then lies below the Fermi level. The remaining $n_{sp}=0.3$ occupy a broad sp band, which I approximate by a sphere. With atomic volume $\Omega=a_c^3/4$ and $a_c=0.352$ nm,

$$\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{n_{sp}}{\Omega}
\;\Rightarrow\; k_F=\left(\frac{6\pi^2n_{sp}}{\Omega}\right)^{1/3}=11.8\ \text{nm}^{-1}.$$

The surface lattice constant is $a=a_c/\sqrt2=0.249$ nm, and the zone corner K lies at $4\pi/(3a)=16.8$ nm$^{-1}$. The sphere reaches 0.70 of that distance.

Folding by surface reciprocal vectors does not help. The zone consists of the points at least as close to the origin as to any other reciprocal lattice point, so no vector equivalent to its corner is shorter than K itself. Reaching K would take 0.88 sp electrons per spin.

This is an estimate, since the real sheet is not a sphere. It has necks at the L points, which project onto the zone-edge midpoints M at 14.6 nm$^{-1}$, outside the sphere though still far from K. Tunnelling decays more slowly there (a factor $3.0\times10^{-4}$ per two layers), so the majority conductances below are underestimates, more so for thick stacks. For the minority spin the Fermi level cuts through the d bands. That they offer states at K is a result of band theory which I take as given; I have not derived it here.

**Q.** And why does graphite have states just at K?

**A.** Start with one layer. An atom has three neighbours on the other sublattice, reached by hopping $-t$. Put one bond along $y$. The sum of the bond phases is

$$f(\mathbf k)=e^{ik_ya/\sqrt3}+2\cos\!\left(\tfrac{k_xa}{2}\right)e^{-ik_ya/(2\sqrt3)} .$$

At K, $k_x=4\pi/(3a)$ and $k_y=0$, so $f=1+2\cos(2\pi/3)=0$. It also vanishes at K$'=-$K, because $f(-\mathbf k)=f^*(\mathbf k)$. To first order in the displacement $\mathbf p$ from K,

$$f\simeq 1+\frac{ip_ya}{\sqrt3}-\left(1+\frac{\sqrt3}{2}ap_x\right)\left(1-\frac{ip_ya}{2\sqrt3}\right)
\simeq\frac{\sqrt3a}{2}(-p_x+ip_y),$$

hence $|f|\simeq\sqrt3\,a\,p/2$. The layer's levels are $\pm t|f|$, so levels near zero energy lie near K and K$'$.

Now stack the layers in AB order. In every layer one atom per cell, with amplitude $c_n$, has atoms directly above and below it, with hopping $\gamma_1$. The other, with amplitude $p_n$, has none. Measure $E$ from the Dirac point and write $f_n$ for $f$ or $f^*$, which alternate:

$$Ep_n=-tf_nc_n,\qquad Ec_n=-tf_n^*p_n+\gamma_1(c_{n+1}+c_{n-1}).$$

Insert $p_n=-tf_nc_n/E$ into the second equation and define $\varepsilon=t|f|$:

$$\left(E-\frac{\varepsilon^2}{E}\right)c_n=\gamma_1(c_{n+1}+c_{n-1}).$$

A wave $c_n=e^{iqn}$ requires $E-\varepsilon^2/E=2\gamma_1\cos q$. For $0<E<2\gamma_1$ the left side never exceeds $2\gamma_1$. The remaining condition, that it be at least $-2\gamma_1$, gives

$$\varepsilon^2\le E^2+2\gamma_1E .$$

Rough graphite values are $t=2.7$ eV and $\gamma_1=0.4$ eV. I put the Fermi level at $E=0.05$ eV. The edge is then at $\varepsilon=\sqrt{0.0025+0.0400}=0.206$ eV. Dividing by $\sqrt3\,ta/2=0.582$ eV nm gives a pocket radius of 0.354 nm$^{-1}$. The two pockets fill about 0.11% of the zone. The majority sphere ends 5.1 nm$^{-1}$ short of K, far outside them.

**Q.** So majority electrons must tunnel. How fast do they die out?

**A.** Just outside a pocket, in this model, $q=\pi+i\kappa$ and

$$2\gamma_1\cosh\kappa=\frac{\varepsilon^2}{E}-E,\qquad T\propto e^{-2\kappa n}.$$

At $\varepsilon=0.417$ eV this gives a factor 0.0140 per layer, and the transmission computed for six and seven layers falls by the same factor.

Far from K this formula blocks too strongly. As $E\to0$, the equation for $p_n$ forces $c_n=0$, and the vertical path closes. Real graphite has a way round: a skew hopping $-\gamma_3$ between the atoms without vertical neighbours, with $\gamma_3$ roughly 0.3 eV. The minus sign is the model's choice; orbital overlap suggests the same sign as $\gamma_1$. The leading-order law below does not depend on it, and reversing it leaves $G_{\min}$ unchanged and raises the five-layer $G_{\rm maj}$ by 16%.

Let $h$ be the Hamiltonian of one layer and $V$ the coupling from layer 1 to layer 2. For $E\ll t|f|$ the layer's Green function is $g\simeq-h^{-1}$. In the basis of the two sublattices,

$$g\simeq\begin{pmatrix}0&1/(tf^*)\\1/(tf)&0\end{pmatrix},\qquad
V=\begin{pmatrix}0&-\gamma_3f^*\\ \gamma_1&0\end{pmatrix}.$$

The next interface has $V^\dagger$, because the stacking alternates. To leading order in the interlayer hopping, two further layers multiply the amplitude by

$$gV\,gV^\dagger=
\begin{pmatrix}\dfrac{\gamma_1}{tf^*}&0\\0&-\dfrac{\gamma_3f^*}{tf}\end{pmatrix}
\begin{pmatrix}-\dfrac{\gamma_3f}{tf^*}&0\\0&\dfrac{\gamma_1}{tf}\end{pmatrix}.$$

Both diagonal entries of the product have modulus $\gamma_1\gamma_3/(t^2|f|)$. The electron makes one vertical and one skew hop, with a sublattice change in each layer. Squaring the amplitude gives

$$\frac{T_{n+2}}{T_n}\simeq\left(\frac{\gamma_1\gamma_3}{t^2|f|}\right)^2 .$$

Halfway from the zone centre to K, $f=1+2\cos(\pi/3)=2$, so the ratio is $[0.12/(7.29\times2)]^2=6.8\times10^{-5}$. The full calculation from five to seven layers gives $6.6\times10^{-5}$, about 3% below the law.

**Q.** Minority electrons pass through the pockets. But the contacts reflect, so why should their conductance not fall with thickness as well?

**A.** A contact reflects at the interface, and a thicker stack does not add interfaces of that kind. I show this with $\gamma_1$ alone.

Model a contact by adding $-i\Gamma/2$ to the energies of both atoms in the outermost layer. Eliminating $p_1$ as before, the end equation is

$$\left(E+\frac{i\Gamma}{2}-\frac{\varepsilon^2}{E+i\Gamma/2}\right)c_1=\gamma_1c_2 .$$

Continue the interior wave to a fictitious site $n=0$, so that $(E-\varepsilon^2/E)c_1=\gamma_1(c_0+c_2)$. Subtracting the end equation leaves

$$\gamma_1c_0=Uc_1,\qquad U=-\frac{i\Gamma}{2}+\frac{\varepsilon^2}{E+i\Gamma/2}-\frac{\varepsilon^2}{E}.$$

Which wave approaches the contact? Differentiating the dispersion relation gives $(1+\varepsilon^2/E^2)\,dE/dq=-2\gamma_1\sin q$. For $0<q<\pi$ the velocity is negative, so $e^{iqn}$ moves toward the contact at $n=1$. Put $c_n=e^{iqn}+re^{-iqn}$:

$$\gamma_1(1+r)=U(e^{iq}+re^{-iq})\;\Rightarrow\;
r=-\frac{\gamma_1-Ue^{iq}}{\gamma_1-Ue^{-iq}} .$$

With $R=|r|^2$, each contact transmits $1-R$. Summing the repeated reflections between two equal contacts gives

$$T=\frac{(1-R)^2}{|1-r^2e^{i\phi}|^2},$$

where $\phi$ is the round-trip phase, which grows with thickness. In a thick stack $\phi$ varies rapidly across the pocket, so average over it. Expand $1/(1-r^2e^{i\phi})$ as a geometric series. In its squared modulus the cross terms average to zero, leaving $\sum_mR^{2m}=1/(1-R^2)$. Therefore

$$\langle T\rangle=\frac{(1-R)^2}{(1-R)(1+R)}=\frac{1-R}{1+R},$$

which does not contain the thickness.

For the example I choose $\Gamma=1$ eV. At the pocket centre $\varepsilon=0$, $U=-0.5i$ eV and $q\simeq\pi/2$, so $|r|\simeq|0.4-0.5|/(0.4+0.5)=0.11$ and reflection is weak. Integrating $\langle T\rangle$ over both pockets gives $7.92\times10^{-4}\,e^2/h$ per cell. A direct calculation at 30 layers, also without $\gamma_3$, agrees to the three digits given.

**Q.** Put the two spins together. How many layers do I need?

**A.** Here both vertical and skew hopping are included. Minority contacts are open at every $\mathbf k$, majority contacts only inside the sphere, with the same $\Gamma$. Conductances are in $e^2/h$ per cell, and $P=(G_{\min}-G_{\rm maj})/(G_{\min}+G_{\rm maj})$.

| layers | $G_{\min}$ | $G_{\rm maj}$ | $1-P$ |
|---|---|---|---|
| 1 | 0.205 | 0.044 | 0.35 |
| 2 | 0.0137 | $4.5\times10^{-4}$ | 0.063 |
| 3 | $1.33\times10^{-3}$ | $4.2\times10^{-6}$ | 0.0063 |
| 5 | $8.4\times10^{-4}$ | $4.6\times10^{-10}$ | $1.1\times10^{-6}$ |
| 8 | $8.2\times10^{-4}$ | $6.5\times10^{-16}$ | $1.6\times10^{-12}$ |

One layer filters poorly, because electrons of either spin cross it without needing a propagating state. In this ideal model three layers give $P=0.994$. The tiny last entries show the trend of the model; they are not achievable polarizations.

The minority value first drops steeply, while tunnelling outside the pockets dies away, and then levels off. At eight layers practically all of it flows at $\varepsilon<0.41$ eV, twice the edge value.

**Q.** The majority column does not fall by a constant factor. From three to five layers I find $1.10\times10^{-4}$, from five to seven $1.22\times10^{-4}$. Is that noise?

**A.** The decay law predicts such a drift. Each $\mathbf k$ has its own factor. At the zone centre $|f|=3$ gives $3.0\times10^{-5}$ per two layers. On the line toward K, the sphere ends where $|f|=1.21$, which gives $1.8\times10^{-4}$. In a sum of decaying geometric terms, the slower ones gain weight with thickness, so the overall factor rises toward that of the slowest.

**Q.** What would I measure if I reversed one electrode?

**A.** An electron that is majority on one side is then minority on the other. It needs a state in both electrodes, so it is confined to the majority sphere and must tunnel. With equal $\Gamma$, each spin now conducts $G_{\rm maj}$. At five layers the total falls from $8.4\times10^{-4}$ to $9\times10^{-10}\,e^2/h$ per cell.

The parallel state remains conductive. The cell area is $\sqrt3a^2/2=5.37\times10^{-8}$ µm$^2$, and $h/e^2=25.8$ kΩ, so the resistance-area product is

$$\frac{5.37\times10^{-8}\times2.58\times10^{4}}{8.37\times10^{-4}}=1.7\ \Omega\,\mu\text{m}^2 .$$

**Q.** My junction is at room temperature, and I do not know its Fermi level to 0.05 eV. Does that spoil the filter?

**A.** Not in this model. All these figures are for five layers, with the other settings held fixed. At 300 K, $kT=0.026$ eV. Thermal averaging raises $G_{\min}$ by 16% and leaves $G_{\rm maj}$ at $4.6\times10^{-10}\,e^2/h$.

The Fermi level sets the pocket size, so it matters more for the minority current: $G_{\min}$ is $3.5\times10^{-4}\,e^2/h$ at 0.02 eV and $1.7\times10^{-3}$ at 0.10 eV. If the level falls exactly at the Dirac point, $G_{\min}$ drops to $2.3\times10^{-5}\,e^2/h$. That is still far above $G_{\rm maj}$, but the junction then conducts 37 times less than in the main example. There the pockets have no area, so $G_{\min}$ no longer levels off: it is $4.4\times10^{-4}$, $6.8\times10^{-5}$ and $3.8\times10^{-5}$ at four, eight and twelve layers. The value is also fragile. Graphite's weak hopping across two layers ($\gamma_2\approx-0.02$ eV, entering as $\gamma_2/2$ between atoms without vertical neighbours), which the model omits, raises the five-layer figure to $3.0\times10^{-4}$. A further skew hopping of 0.15 eV, between atoms of the same sublattice in adjacent layers, lowers $G_{\min}$ by 18% and raises $G_{\rm maj}$ by a factor of 2.6. That factor depends on the sign of $\gamma_3$: if all interlayer hoppings share the sign of $\gamma_1$, it is 11, and $P$ at three layers is 0.979. With the Fermi level 0.05 eV below the Dirac point instead, the same hopping raises $G_{\min}$ by 26%. The polarization stays close to one throughout.

Tunnelling outside the π bands can be sized as a vacuum barrier of 4.5 eV and 0.335 nm per layer. It gives a factor $7\times10^{-4}$ per layer, against about 0.01 for the π path. The real barrier in graphite may be lower, so this is a rough guide.

**Q.** Then what does spoil it?

**A.** Anything that gives majority electrons access to K. Steps, grain boundaries and rough or oxidized interfaces break the conservation of $\mathbf k$; spin-orbit coupling mixes the spins. Each of these needs its own model. To see only how sensitive the filter is to such access, keep $\mathbf k$ and spin conserved but give the majority spin a weak contact around K, at both ends, with 5% of the minority broadening. For five layers the leakage is $5.8\times10^{-4}\,e^2/h$ per cell, and $P$ falls from nearly 1 to 0.18.

**Q.** Five percent of the coupling gives 69% of the minority current? That seems far too much.

**A.** Follow it through $U$, with $\gamma_1$ alone. Now $\Gamma/2=0.025$ eV. At the pocket centre $|r|\simeq0.375/0.425=0.88$, so $R=0.78$ and $\langle T\rangle\simeq0.12$. That is already more than 5%.

Farther out the wave sits mostly on the atoms without vertical neighbours, since $|p_n/c_n|=\varepsilon/E$. The contact touches those atoms as well. For small $\Gamma/E$,

$$U\simeq-\frac{i\Gamma}{2}\left(1+\frac{\varepsilon^2}{E^2}\right),$$

so the effective contact is stronger by the bracket, which is 10 at $\varepsilon=0.15$ eV. Here $\Gamma/2E=0.5$ is not small, so use the full expression: $U=-0.090-0.205i$ eV. With $\cos q=-0.5$, this gives $R=0.10$ and $\langle T\rangle=0.82$. About half of the pocket area lies beyond this $\varepsilon$. A weak contact can therefore feed the pockets well. With $\gamma_1$ alone it carries about 87% of the minority current at five layers; including skew hopping lowers this to the 69% you noticed. The size of the effect belongs to this coherent contact model; a disordered interface needs its own calculation.

**Q.** How close is all this to a real nickel-graphite junction?

**A.** The lattice constant and hoppings are rough typical values. The Fermi level is a plausible shift, and the 1 eV broadening is simply chosen. The real minority bands do not couple equally at every $\mathbf k$. Nickel also bonds strongly to the graphene layer it touches and changes that layer's bands, which the model leaves out. The conductances therefore illustrate the mechanism and do not predict a device.

The lattices differ by 1.2%, which moves K by 0.20 nm$^{-1}$. That is small beside the 5.1 nm$^{-1}$ separating K from the majority sphere, but the extra scattering from a misfitting interface is not included.

The model also assumes clean conservation of momentum and spin, which a real junction can violate. The 5% case shows how sensitive the filter is once majority electrons gain access to K. If the interfaces are ordered and aligned, a few layers suffice in this model. If leakage through K dominates, adding layers does not restore the filter, because both spins then use the same propagating pockets. The remaining values are in the numerical output below.

## Calculated quantities

```
Ni cubic constant 0.352 nm, surface constant 0.2489 nm
hoppings t, gamma1, gamma3: 2.7, 0.4, 0.3 eV
Fermi level 0.05 eV, contact broadening 1.0 eV
Ni valence 10, moment 0.6 mu_B per atom
majority sp electrons per atom: 0.30
majority sphere radius: 11.77 1/nm
distance to K: 16.83 1/nm, ratio 0.699
sp electrons per spin needed to reach K: 0.88
pocket edge t|f|, gamma3=0: 0.206 eV
pocket radius, gamma3=0: 0.354 1/nm
both pockets, share of zone: 1.07e-03
gamma1-only decay test at t|f| = 0.417 eV:
  T ratio per layer 1.398e-02, law 1.398e-02
decay at half the way from zone centre to K:
  T ratio per two layers 6.558e-05, law 6.774e-05
thick-limit minority G, gamma3=0: 7.919e-04 e2/h
30 layers, gamma3=0: 7.922e-04 e2/h
8 layers, gamma3=0: 7.922e-04 e2/h
layers, G minority, G majority (e2/h per cell), 1 - polarization
  1  2.049e-01  4.400e-02  3.54e-01
  2  1.372e-02  4.460e-04  6.30e-02
  3  1.332e-03  4.191e-06  6.27e-03
  4  9.735e-04  4.442e-08  9.13e-05
  5  8.365e-04  4.606e-10  1.10e-06
  6  8.271e-04  5.119e-12  1.24e-08
  7  8.226e-04  5.639e-14  1.37e-10
  8  8.210e-04  6.469e-16  1.58e-12
8 layers: minority share with t|f| < 2 edge: 1.000
5 layers: resistance-area product 1.656 ohm um2
neglected effects, 5 layers:
  kT at 300 K: 0.0259 eV
  300 K: G minority 9.68e-04, majority 4.61e-10 e2/h
  gamma4=0.15 eV: minority 6.86e-04, majority 1.19e-09 e2/h
  Fermi level 0.02 eV: G minority 3.51e-04 e2/h
  Fermi level 0.10 eV: G minority 1.69e-03 e2/h
  majority contact at K, 0.05 of minority broadening:
    leak G 5.77e-04 e2/h, polarization 0.183
  vacuum-like tunnelling, barrier 4.5 eV, gap 0.335 nm:
    T factor per layer 6.9e-04
  lattice misfit 1.18 %, shift of K 0.20 1/nm
  gap between majority sphere and K: 5.06 1/nm
```
